# Do strained regions with lower hopping barriers collect adatoms?

## Question

I am modelling adatoms on a copper-like (001) terrace during an anneal, with the deposition source off. A stripe across the terrace is strained by 2 percent, and there the barrier for an adatom to hop to the next site is 0.44 eV instead of 0.50 eV.

One colleague says the stripe should collect adatoms, because they move into it easily. Another says it should be depleted, because an adatom there hops away sooner. Both arguments sound reasonable and they contradict each other. Which is right in equilibrium, and do I need the saddle energies to decide?

## Answer

Neither conclusion follows from what you have given. A barrier is the difference between a saddle energy and a site energy, and these two energies play different parts. To separate them, write the hop rate so that both appear.

**The hop rate**

I use atomic units in the algebra, with \(k_B=1\), so the temperature \(T\) is an energy and Planck's constant is \(2\pi\). Site \(i\) has minimum energy \(E_i\). The path between neighbours \(i\) and \(j\) crosses a saddle of energy \(S_{ij}=S_{ji}\). The adatoms are dilute and do not interact, and the surface has one uniform temperature.

Transition-state theory equates the rate of leaving \(i\) towards \(j\) with the thermal one-way flux through the dividing surface at the saddle, divided by the population of site \(i\). Let \(p\) be the momentum across that surface, \(M\) the corresponding mass, and \(Z_i\) the vibrational partition function of the site, measured from its minimum. The population is then proportional to \(Z_ie^{-E_i/T}\). The momentum integral in the flux is

\[
\frac{1}{2\pi}\int_0^\infty \frac{p}{M}\,e^{-p^2/(2MT)}\,dp=\frac{T}{2\pi}.
\]

The remaining coordinates and momenta on the dividing surface give \(Q_{ij}e^{-S_{ij}/T}\), where \(Q_{ij}\) is their partition function measured from the saddle. Therefore

\[
k_{ij}=\frac{T}{2\pi}\,\frac{Q_{ij}}{Z_i}\,e^{-(S_{ij}-E_i)/T}.
\]

For one classical harmonic coordinate of angular frequency \(\omega\), \(Z=T/\omega\) and \(Q=1\). The rate becomes \(\nu e^{-B/T}\), with \(\nu=\omega/2\pi\) and barrier \(B=S-E\).

**Detailed balance**

Define the site weight \(w_i=Z_ie^{-E_i/T}\) and multiply it by the rate out of the site:

\[
w_ik_{ij}=\frac{T}{2\pi}\,Q_{ij}\,e^{-S_{ij}/T}\equiv C_{ij}.
\]

Everything belonging to site \(i\) has cancelled. What remains belongs to the saddle, which is the same whether it is crossed from \(i\) or from \(j\), so \(C_{ij}=C_{ji}\) and

\[
w_ik_{ij}=w_jk_{ji}.
\]

If the occupancies \(\theta_i\) are proportional to \(w_i\), the traffic across each bond balances separately. This distribution is therefore stationary.

It must also be shown that the adatoms go there. Write \(\theta_i=w_iu_i\). The master equation becomes

\[
\frac{d\theta_i}{dt}=\sum_j(\theta_jk_{ji}-\theta_ik_{ij})
=\sum_jC_{ij}(u_j-u_i).
\]

Now follow the sum \(\sum_iw_iu_i^2\). Since \(w_i\) is constant in time,

\[
\frac{d}{dt}\sum_iw_iu_i^2
=2\sum_{i,j}C_{ij}u_i(u_j-u_i)
=-\sum_{i,j}C_{ij}(u_i-u_j)^2\le0.
\]

The last equality comes from averaging the double sum with its copy in which \(i\) and \(j\) are exchanged. The decrease stops only when \(u_i=u_j\) across every bond. On a finite connected network all \(u_i\) are then equal, and conservation of the number of adatoms fixes their common value. The equilibrium is thus unique, and

\[
\theta_i\propto Z_i\,e^{-E_i/T}.
\]

The saddles occur in \(C_{ij}\), which controls the speed of approach, and they are absent from the final distribution. Strictly, the occupancy depends on the site free energy \(E_i-T\ln Z_i\). Binding energies alone suffice when \(Z_i\) is the same at all sites.

**What your barrier leaves undetermined**

Let strain shift the site energy in the stripe by \(\Delta E\) and the saddle energy by \(\Delta S\), with \(Z\) unchanged. The barrier and the stripe-to-terrace occupancy ratio are then

\[
\Delta B=\Delta S-\Delta E,\qquad
r=\frac{\theta_{\rm stripe}}{\theta_{\rm terrace}}=e^{-\Delta E/T}.
\]

Your data give \(\Delta B=-0.06\) eV, which is compatible with any \(\Delta E\). At 500 K, \(T=0.0431\) eV. Take a terrace of 60 columns with the middle 20 strained. Hops parallel to the stripe do not change the column, so a one-dimensional chain across it is enough. The saddle at each edge of the stripe gets half of \(\Delta S\). The shifts below are chosen for illustration, with energies in eV.

| Case | \(\Delta E\) | \(\Delta S\) | \(\Delta B\) | \(r\) |
|---|---:|---:|---:|---:|
| A | 0 | −0.06 | −0.06 | 1.00 |
| B | +0.04 | −0.02 | −0.06 | 0.40 |
| C | −0.04 | −0.10 | −0.06 | 2.53 |
| D | −0.04 | +0.02 | +0.06 | 2.53 |

In case C, for example, \(r=e^{0.04/0.0431}=2.53\). The site shift there is −0.04 eV, or −0.00147 hartree. The stripe has 20 columns against 40 outside, so its share of all adatoms is

\[
\frac{20r}{20r+40}=\frac{2.53}{4.53}=0.56,
\]

compared with one third for a uniform distribution. Cases A, B and C have your barrier and are neutral, depleted and enriched. Case D has a higher barrier than the terrace and is enriched just as much as C.

**Why both colleagues sound right**

Each describes one factor of a product. Occupancy is the frequency of visits times the mean dwell time per visit. In equilibrium the frequency of arrivals at site \(i\) is proportional to \(\sum_jw_jk_{ji}=\sum_jC_{ij}\). The mean dwell time is the inverse of the total escape rate:

\[
\tau_i=\frac{1}{\sum_jk_{ij}}=\frac{w_i}{\sum_jC_{ij}}.
\]

The product is \(w_i\). Assume that all saddles around a site shift by the same \(\Delta S\); uniaxial strain generally shifts those along and across the stripe differently, which changes both factors but not their product. For a site well inside the stripe, compared with one well inside the terrace, the ratios are then

\[
\text{visits: }e^{-\Delta S/T},\qquad
\text{dwell: }e^{(\Delta S-\Delta E)/T}.
\]

In case A the stripe site is visited 4.03 times as often, and each visit lasts 0.248 times as long. The product is 1. Your first colleague counted the visits and your second the dwell time. Your barrier fixes only the dwell ratio, however. Visits are more frequent only if the saddle itself is lower, \(\Delta S<0\), and a lower barrier does not guarantee that. In case C the dwell ratio is still 0.248, but the visit ratio is 10.2, which gives 2.53.

**An assumption that can enter a simulation unnoticed**

Suppose a code gives each site its own barrier \(B_i\) and uses it for hops in every direction. On a chain, zero current then requires \(\theta_ie^{-B_i/T}\) to be constant, so \(\theta_i\propto e^{B_i/T}\). With your barriers the stripe would be depleted to

\[
r=e^{-0.06/0.0431}=0.248.
\]

This does not show that fast regions are depleted in general. The rule is equivalent to making all saddles level, so that a barrier lower by 0.06 eV means a site raised by 0.06 eV. The binding energy has been changed without saying so.

The same distinction appears in the continuum. Let \(a\) be the column spacing, \(\rho=\theta/a\) the density per length, and let \(E\) and \(S\) vary slowly, with uniform \(Z\). The current between neighbours is \(C(u_i-u_{i+1})\simeq-Ca\,\partial_x(\theta/w)\). Because \(w\propto e^{-E/T}\), differentiation gives

\[
J=-D\left(\frac{\partial\rho}{\partial x}
+\frac{\rho}{T}\frac{\partial E}{\partial x}\right),
\qquad D=a^2\frac{C}{w}.
\]

Setting \(J=0\) removes \(D\) and leaves \(\rho\propto e^{-E/T}\). The departing-site rule instead gives \(J=-\partial_x(D\rho)\), and hence \(\rho\propto1/D\). That form belongs to level saddles and should not be used for an arbitrary strained surface.

On a closed loop, rates that do not share their saddles can fail to describe equilibrium at all. Take a ring of six sites with all hop rates equal to 1, except that the hop from site 0 to site 1 has rate \(g=e^{0.06/0.0431}=4.03\). A steady current \(J\) requires \(p_1=p_0+5J\) along the five ordinary bonds and \(gp_0-p_1=J\) on the altered one. Hence \(p_0=6J/(g-1)\). The probabilities sum to \(6p_0+15J=1\), so

\[
J=\frac{1}{15+36/(g-1)}=0.037.
\]

A current that circulates for ever needs a driving force, so such rates cannot represent an undriven surface.

**More than one adatom, and irregular surfaces**

If a site can hold at most one adatom, its two states have weights 1 and \(zw_i\), where \(z=e^{\mu/T}\) and \(\mu\) is the chemical potential. Thus

\[
\theta_i=\frac{zw_i}{1+zw_i},\qquad
\frac{\theta_i}{1-\theta_i}=zw_i.
\]

The saddles are still absent. The dilute result is the limit \(zw_i\ll1\).

Nor does the argument need a uniform stripe. In an alloy with a frozen arrangement of atoms, each site has its own \(E_i\) and \(Z_i\), and each follows the same law. As a test, I solved the master equation on a periodic 4 by 4 network with random site energies within ±0.05 eV and random vibrational frequencies. Three independent sets of saddles between 0.35 and 0.55 eV gave the occupancies \(Z_ie^{-E_i/T}\), after normalisation, to better than one part in \(10^5\). If adatoms exchange with alloy atoms and change the composition, the site energies themselves evolve, and this fixed-site calculation no longer suffices.

**When lowering the saddle also changes the well**

Along a row, take the potential \(V(x)=\tfrac12S[1-\cos(2\pi x/a)]\), with the site energy as zero. Its curvature at the minimum is \(2\pi^2S/a^2=M\omega^2\), so

\[
\nu=\frac{\omega}{2\pi}=\frac1a\sqrt{\frac{S}{2M}}.
\]

For \(S=0.50\) eV, \(a=2.56\) Å and the copper mass, this is \(2.41\times10^{12}\) s\(^{-1}\). I keep this \(\nu\) fixed in all the cases above. It is a value of the cosine model and can differ from a full vibrational calculation for copper by a factor of about 2; all times below scale as \(1/\nu\).

If strain lowers the whole cosine to 0.44 eV, however, the well becomes softer. Since \(Z=T/\omega\), its weight rises by about \(\sqrt{0.50/0.44}=1.07\). Integrating \(e^{-V/T}\) over the cell also gives 1.07. Two equal, independent in-plane modes give 1.145, which would raise the ratio in case C from 2.53 to about 2.9. This is a change of site free energy that accompanies the lower saddle.

The two effects can be separated by lowering the top by the same 0.06 eV while preserving the shape near the minimum, using \(V-0.06\,(V/0.50)^4\) in eV. The cell weight then changes by a factor of only 1.0007. The small remainder arises mainly because a cell in a continuous landscape includes the slopes of the well as well as its bottom.

**Where the saddles do matter**

Together with the site energies, they set the time needed to reach equilibrium. For an unstrained chain of \(N\) columns with closed ends and hop rate \(k\) in each direction, the slowest mode is \(\cos[\pi(i+\tfrac12)/N]\), with \(i=0,\dots,N-1\). Inserting it in the master equation gives the decay rate \(2k[1-\cos(\pi/N)]\). With \(k=2.20\times10^7\) s\(^{-1}\) and \(N=60\), the relaxation time is 16.6 microseconds. It is 8.0 microseconds in case C and 25.7 in case D, although both end with the same occupancy. This mode is odd about the middle: it moves adatoms from one half of the terrace to the other and leaves the share of the centred stripe unchanged. That share follows the slowest even mode, which on the unstrained chain decays at the rate \(2k[1-\cos(2\pi/N)]\), a time of 4.2 microseconds. The corresponding times are 4.8 microseconds in case C and 7.4 in case D. If steps at both ends act as reservoirs, the slowest mode is even, with times of 17, 30 and 35 microseconds for the unstrained terrace and cases C and D. Case C thus settles its stripe share more slowly than the unstrained terrace despite its lower saddles, while D is slower than C in every setting.

They also affect transients. Start with adatoms spread evenly outside the stripe and none inside. After 1.66 microseconds the stripe holds 16.9 percent of them on the unstrained surface and 20.6 percent in case A. The lower saddles fill the stripe sooner, but both shares tend to one third. A snapshot taken during filling could be mistaken for a difference in binding.

Deposition is the more serious exception. Let \(F\) adatoms arrive per site per second, and let the steps at both ends hold \(u\) at its equilibrium value. Set \(Z=1\) in the weights by absorbing the common vibrational factor, so that \(C_j=\nu e^{-S_j/T}\). By symmetry no current crosses the middle. Number the bonds \(j=0,1,\dots\) inwards from a step. Bond \(j\) must carry outwards everything that lands between it and the middle, which is \((N/2-j)F\). Adding the differences in \(u\) gives

\[
u_{\rm mid}=u_{\rm step}
+\sum_{j=0}^{N/2-1}\frac{(N/2-j)F}{C_j}.
\]

Now the saddles enter. On the unstrained terrace the sum of \(N/2-j\) is 465. For \(F=0.01\) monolayers per second the excess is \(465\times0.01/(2.20\times10^7)=2.1\times10^{-7}\). The equilibrium coverage, with an adatom formation energy of 0.70 eV at the steps, is \(e^{-0.70/0.0431}=8.8\times10^{-8}\). The total in the middle is therefore \(3.0\times10^{-7}\), about 3.4 times the equilibrium value.

In case A it is \(2.8\times10^{-7}\), slightly lower, because adatoms drain more easily to the steps. The change is small because the bonds inside the stripe carry little of the current: of the total 465, they and the edge bond account for 55. In this geometry, with site energies fixed, lower saddles thus reduce the coverage in the middle during growth.

**How this compares with a real copper surface**

The spacing, the barrier near 0.5 eV and the formation energy near 0.7 eV are rough typical values for copper (001), and 500 K is a plausible anneal. The strain shifts are not computed for copper, so neither their signs nor the ratios in the table are predictions for that metal. A strain of 2 percent is high for any but a very thin film, since thicker films tend to relax through dislocations.

The equilibrium result assumes that the source is off, and the growth formula shows how small any residual flux must be. For the unstrained terrace, the excess in the middle stays below 10 percent of the equilibrium coverage only if the flux is below about \(4\times10^{-4}\) monolayers per second. This limit is itself rough: it is proportional to \(e^{-(0.70+0.50)/T}\), with the formation energy and the barrier in eV, so an increase of 0.1 eV in either lowers it about tenfold at 500 K. The 15 percent from well softening belongs to the cosine model on a rigid substrate; on a real surface the vertical mode and the substrate modes also enter \(Z\) and can offset much of it. Copper (001) also allows diffusion by exchange with a surface atom, with a barrier sensitive to strain; on the pure metal this adds to the \(C_{ij}\) and changes the times, not the equilibrium law. Attraction between adatoms matters less here: with a rough pair binding of 0.3 eV, the number of neighbours per adatom in the enriched stripe of case C is about \(4\theta e^{0.3/T}=9\times10^{-4}\). Site exclusion changes the ratio by about one part in \(10^7\). For the single hopping mode used here, quantum corrections to the site weight and to the crossing each change the rate by about 0.2 percent. The correction from a mode grows roughly as the square of its frequency, so stiffer vibrations of a real adatom can contribute more.

Temperature changes both the size of the effect and the time it needs. With the shifts of case C held fixed, the ratio is 4.7 at 300 K and 1.9 at 700 K, while the slowest relaxation time of the closed chain falls from about 17,000 to 0.32 microseconds. The even mode that governs the stripe share falls from about 12,500 to 0.16 microseconds, or from about 110,000 to 0.9 with steps as reservoirs. With equal vibrational weights, as assumed here, the ratio tends to 1 at high temperature. On cooling, the equilibrium contrast grows, but the adatoms can follow it only while they relax faster than the temperature changes.

So for your anneal, compute the adatom's binding energy on the strained and unstrained surfaces, and the vibrational frequencies of the adatom and of the substrate atoms around it if a correction of up to about 10 percent matters. The saddle energies then tell you whether the anneal is long enough. The numerical output below lists the main values for all the cases; its relaxation times are those of the slowest mode of the closed chain.

## Values computed for the example and the checks

```
Temperature: 500 K; thermal energy: 0.04309 eV
Site spacing: 2.56 angstrom; columns: 60
Strained columns: 20; strain: 2.0 percent
Unstrained barrier: 0.50 eV
Adatom mass: 63.546 u
Attempt frequency: 2.407e+12 1/s
Unstrained hop rate, one direction: 2.196e+07 1/s
Flux rate / harmonic rate: 0.9764
unstrained: site shift +0.00 eV, saddle shift +0.00 eV, barrier 0.50 eV
  stripe/terrace occupancy 1.0000, stripe share 0.3333
  visit ratio 1.0000, dwell ratio 1.0000, relaxation 16.614 microseconds
A: site shift +0.00 eV, saddle shift -0.06 eV, barrier 0.44 eV
  stripe/terrace occupancy 1.0000, stripe share 0.3333
  visit ratio 4.0251, dwell ratio 0.2484, relaxation 9.298 microseconds
B: site shift +0.04 eV, saddle shift -0.02 eV, barrier 0.44 eV
  stripe/terrace occupancy 0.3952, stripe share 0.1650
  visit ratio 1.5907, dwell ratio 0.2484, relaxation 12.637 microseconds
C: site shift -0.04 eV, saddle shift -0.10 eV, barrier 0.44 eV
  stripe/terrace occupancy 2.5304, stripe share 0.5585
  visit ratio 10.1849, dwell ratio 0.2484, relaxation 7.984 microseconds
D: site shift -0.04 eV, saddle shift +0.02 eV, barrier 0.56 eV
  stripe/terrace occupancy 2.5304, stripe share 0.5585
  visit ratio 0.6286, dwell ratio 4.0251, relaxation 25.669 microseconds
Case C site shift converted: -0.001470 hartree
Departing-site rule, occupancy ratio: 0.2484
Departing-site rule, hidden site shift: +0.0600 eV
Unshared-saddle loop current: 0.0372 (reduced units)
Early time: 1.661 microseconds
Early stripe share, unstrained: 0.1687
Early stripe share, case A: 0.2060
Cell weight ratio, well shape kept: 1.00072
Cell weight ratio, softened cosine, one mode: 1.0700
Same for two equal in-plane modes: 1.1450
Adatom formation energy: 0.70 eV
Equilibrium terrace coverage: 8.797e-08 per site
Equilibrium stripe coverage, case C: 2.226e-07 per site
Deposition flux: 0.010 monolayers/s
Growth, middle coverage, unstrained: 2.997e-07
Growth, middle coverage, case A: 2.820e-07
Flux for 10 percent excess, unstrained: 4.154e-04 monolayers/s
Pair binding: 0.30 eV; neighbours per adatom, case C: 9.411e-04
Exclusion correction to case C ratio: 1.35e-07
Quantum correction to rate from site: 0.00222
Parabolic tunnelling correction to rate: 0.00223
Desorption energy: 2.5 eV; desorptions per relaxation: 2.53e-18
Case C at 300 K: occupancy ratio 4.6986, relaxation 1.666e+04 microseconds
Case C at 700 K: occupancy ratio 1.9408, relaxation 0.3206 microseconds
```
